# Three-Phonon Rates: Occupation Factors and Symmetry Counting by Two Routes, part 2

How fast does the mean occupation $n_\lambda$ of a phonon mode relax, to leading order in the cubic lattice energy? Mode $\lambda=(\mathbf q,s)$ has wavevector $\mathbf q$, branch $s$ and angular frequency $\omega_\lambda$; $-\lambda$ means $(-\mathbf q,s)$. With $A_\lambda=a_\lambda+a^\dagger_{-\lambda}$ and symmetric $\Phi$,

$$H_3=\frac{1}{3!}\sum_{\lambda\lambda'\lambda''}\Phi(\lambda,\lambda',\lambda'')\,A_\lambda A_{\lambda'}A_{\lambda''}, \tag{1}$$

$$g(\lambda;\mu,\nu)=\Phi(\lambda,-\mu,-\nu). \tag{2}$$

The coupling $g$ scales as $N^{-1/2}$ for $N$ cells. In emission, $\lambda$ splits into $\mu$ and $\nu$; in absorption, $\lambda$ absorbs $\mu$ to form $\nu$. Sums run over ordered labels, so emission carries a factor $\frac12$.

The first route used the golden rule. For a matrix element $M$ and a final energy minus initial energy of $\hbar\Omega$, the amplitude of the final state is

$$c(t)=\frac{M}{i\hbar}\int_0^t e^{i\Omega\tau}d\tau,\qquad |c(t)|^2=\frac{|M|^2}{\hbar^2}\,\frac{4\sin^2(\Omega t/2)}{\Omega^2}. \tag{9}$$

This led to the collision equation

$$\begin{aligned}\dot n_\lambda=-\frac{2\pi}{\hbar^2}\sum_{\mu\nu}\Big\{&|g(\nu;\lambda,\mu)|^2\big[n_\lambda n_\mu(n_\nu+1)-(n_\lambda+1)(n_\mu+1)n_\nu\big]\delta(\omega_\lambda+\omega_\mu-\omega_\nu)\\ +&\tfrac12|g(\lambda;\mu,\nu)|^2\big[n_\lambda(n_\mu+1)(n_\nu+1)-(n_\lambda+1)n_\mu n_\nu\big]\delta(\omega_\lambda-\omega_\mu-\omega_\nu)\Big\}.\end{aligned}\tag{12}$$

With the other modes held at Bose–Einstein equilibrium, it gives the relaxation rate

$$\begin{aligned}\Gamma_\lambda=\frac{2\pi}{\hbar^2}\sum_{\mu\nu}\Big[&|g(\nu;\lambda,\mu)|^2(n_\mu-n_\nu)\,\delta(\omega_\lambda+\omega_\mu-\omega_\nu)\\ &+\tfrac12|g(\lambda;\mu,\nu)|^2(1+n_\mu+n_\nu)\,\delta(\omega_\lambda-\omega_\mu-\omega_\nu)\Big].\end{aligned}\tag{3}$$

The second route uses equations of motion and the correlation $C(\lambda;\mu,\nu)=\langle a_\lambda^\dagger a_\mu a_\nu\rangle$. So far it has given

$$\dot n_\lambda=\frac{1}{i\hbar}X_\lambda+\text{c.c.}=\frac{2}{\hbar}\,\mathrm{Im}\,X_\lambda,\qquad X_\lambda=\tfrac12\sum_{\mu\nu}\Phi(-\lambda,\mu,\nu)\langle a_\lambda^\dagger A_\mu A_\nu\rangle, \tag{15}$$

whose resonant parts are

$$X_{\rm em}=\tfrac12\sum_{\mu\nu}g(\lambda;\mu,\nu)^*C(\lambda;\mu,\nu), \tag{16}$$

$$X_{\rm abs}=\sum_{\mu\nu}g(\nu;\lambda,\mu)\,C(\nu;\lambda,\mu)^*. \tag{17}$$

The opening numbers, still to be derived, concern a model chain with harmonic occupations at 300 K. A 47.2 meV phonon relaxes at 0.103 ps⁻¹ by splitting into two of 23.6 meV; a 23.6 meV phonon relaxes at 0.042 ps⁻¹ by merging with its mirror partner, the mode of opposite wavevector.

### The correlation is driven by the occupations

Let $\Delta=\omega_\lambda-\omega_\mu-\omega_\nu$, with $\lambda$ different from $\mu$ and $\nu$. The harmonic energy makes $C$ rotate as $e^{i\Delta t}$. The cubic energy supplies a source, $\langle[a_\lambda^\dagger a_\mu a_\nu,H_3]\rangle$. To leading order this average is taken in a state of independent modes, diagonal in the occupation numbers. A term of $H_3$ then contributes only if it restores the numbers that $a_\lambda^\dagger a_\mu a_\nu$ changes, so it must destroy $\lambda$ and create $\mu$ and $\nu$.

For $\mu\ne\nu$ that term is $g\,a_\mu^\dagger a_\nu^\dagger a_\lambda$. The two orders in the commutator give $gF$, where

$$F(\lambda;\mu,\nu)=n_\lambda(n_\mu+1)(n_\nu+1)-(n_\lambda+1)n_\mu n_\nu. \tag{18}$$

For $\mu=\nu$ the term is $\frac12g\,(a_\mu^\dagger)^2a_\lambda$. The averages $\langle a_\mu^2(a_\mu^\dagger)^2\rangle=2(n_\mu+1)^2$ and $\langle(a_\mu^\dagger)^2a_\mu^2\rangle=2n_\mu^2$ cancel the half, and the source is again $gF$. Hence

$$i\hbar\,\dot C=-\hbar\Delta\,C+gF. \tag{19}$$

Let $C=0$ at $t=0$. If $F$ changes little during the memory time of the sum over modes, it can be taken outside the integral:

$$C(t)=\frac{gF}{i\hbar}\int_0^te^{i\Delta\tau}d\tau=\frac{gF}{i\hbar}\left[\frac{\sin\Delta t}{\Delta}+i\,\frac{1-\cos\Delta t}{\Delta}\right]. \tag{20}$$

Multiplying by $g^*$, the second part in the bracket is real after division by $i$ and drops out of the imaginary part. What remains is

$$\mathrm{Im}\,(g^*C)=-\frac{|g|^2F}{\hbar}\,\frac{\sin\Delta t}{\Delta}\;\longrightarrow\;-\frac{\pi}{\hbar}|g|^2F\,\delta(\Delta), \tag{21}$$

because the area of $\sin(\Delta t)/\Delta$ over $\Delta$ is $\pi$.

Putting (16) and (21) into (15) gives the emission part

$$\dot n_\lambda\big|_{\rm em}=-\frac12\,\frac{2\pi}{\hbar^2}\sum_{\mu\nu}|g(\lambda;\mu,\nu)|^2F(\lambda;\mu,\nu)\,\delta(\omega_\lambda-\omega_\mu-\omega_\nu).$$

In (17) the conjugate stands on $C$, and $\mathrm{Im}(gC^*)=-\mathrm{Im}(g^*C)$ reverses the sign:

$$\dot n_\lambda\big|_{\rm abs}=+\frac{2\pi}{\hbar^2}\sum_{\mu\nu}|g(\nu;\lambda,\mu)|^2F(\nu;\lambda,\mu)\,\delta(\omega_\nu-\omega_\lambda-\omega_\mu).$$

Here $F(\nu;\lambda,\mu)=n_\nu(n_\lambda+1)(n_\mu+1)-(n_\nu+1)n_\lambda n_\mu$ is the negative of the absorption bracket in (12). The two parts together are (12), and the linearization leading to (3) is the same.

### The chain behind the opening numbers

The model has two atoms of mass $m=30$ u per cell, moving along the chain. Springs of 4 and 3 eV/Å² alternate, and a spring of 2 eV/Å² ties each atom to a rigid substrate. Each bond has third derivative $-20$ eV/Å³. These are round model parameters and represent no particular material. The stiffness of the softer bond, $3-20x$ in eV/Å² at a stretch of $x$ Å, vanishes at 0.15 Å, while its harmonic root-mean-square stretch is about 0.08 Å at 300 K and 0.10 Å at 600 K. Moreover, a purely cubic bond energy has no lower bound: a bond stretched far enough keeps opening, so the chain as written has no true thermal equilibrium. A complete model needs stabilizing higher-order terms, which are left out here. The rates below are therefore formal leading-order values, computed with the occupations of the harmonic chain. They illustrate the formula and do not predict the full motion of this chain at 300 or 600 K.

Let $\theta$ be wavevector times cell length, $z=4+3e^{i\theta}$ in eV/Å², and $R=|z|$. The harmonic equations for the atomic amplitudes $e_1,e_2$ are

$$m\omega^2e_1=9e_1-z^*e_2,\qquad m\omega^2e_2=9e_2-ze_1,$$

where $9=2+4+3$. They are solved by $e_1=1/\sqrt2$ and $e_2=\mp(z/R)/\sqrt2$, with $m\omega^2=9\pm R$; the upper signs belong to the upper branch.

At $\theta=0$, $R=7$ and the upper mode has $m\omega_u^2=16$ eV/Å², or 47.2 meV. Splitting into lower modes at $\theta'$ and $-\theta'$ requires $\omega_u=2\omega_l$, so $16=4(9-R)$ and $R=5$. Since $R^2=25+24\cos\theta'$, the products lie at $\pm90°$, with $m\omega_l^2=4$ eV/Å² and energy 23.6 meV each. A search over both branches found no other emission or absorption channel for this upper mode.

The bond stretches are $b_1=e_2-e_1$ and $b_2=e_1e^{i\theta}-e_2$. The upper mode has $b_1=-\sqrt2$ and $b_2=\sqrt2$. For the lower mode at 90°, $z/R=0.8+0.6i$, which gives $|b_1|^2=1-0.8=0.2$ and $|b_2|^2=1-0.6=0.4$. The stretches at $\theta'$ and $-\theta'$ are complex conjugates, so the cubic sum over bonds is

$$S=-20\left[-\sqrt2\,(0.2)+\sqrt2\,(0.4)\right]=-5.657\ \text{eV/Å}^3.$$

Each mode also contributes $\hbar/(2m\omega)=\hbar\omega/(2m\omega^2)$ to the squared coupling. This is $0.04722/32=1.476\times10^{-3}$ Å² for the upper mode and $0.02361/8=2.951\times10^{-3}$ Å² for a lower one. With $V=\sqrt N\,g$,

$$|V|=5.657\times\sqrt{1.476\times10^{-3}}\times2.951\times10^{-3}\ \text{eV}=0.641\ \text{meV}.$$

Differentiating $m\omega_l^2=9-R$ and $R^2=25+24\cos\theta$ gives

$$v=\left|\frac{d\omega_l}{d\theta}\right|=\frac{12\sin\theta}{2m\omega_lR}=0.3\,\omega_l=10.76\ \text{rad/ps}$$

at 90°. The sum over $\theta'$ becomes $(N/2\pi)\int d\theta'$, which cancels the $1/N$ in $|g|^2$. The frequency mismatch $\omega_u-2\omega_l(\theta')$ has slope $2v$ in magnitude at each of its two roots. Their number, 2, cancels the emission factor $\frac12$:

$$\Gamma_u=\frac{|V|^2}{\hbar^2}\,\frac{1+2n_l}{2v}. \tag{22}$$

At 300 K, $n_l=0.670$. With $|V|/\hbar=0.974$ rad/ps, this gives $\Gamma_u=0.949\times2.340/21.52=0.103$ ps⁻¹, a lifetime of 9.7 ps.

For the lower mode at 90°, the mirror partner lies at $-90°$. The upper branch is flat at $\theta=0$, so the slope of the mismatch is $v$ in magnitude. There is no half, and one root belongs to this channel:

$$\Gamma_l^{\rm mirror}=\frac{|V|^2}{\hbar^2}\,\frac{n_l-n_u}{v}=\frac{0.949\times0.478}{10.76}=0.042\ \text{ps}^{-1}. \tag{23}$$

The ratio of the two opening rates is thus $(1+2n_l)/[2(n_l-n_u)]=2.45$. A second partner, at 34.4° with 17.9 meV, forms an upper phonon of 41.5 meV and adds 0.004 ps⁻¹. The total for the lower mode is 0.046 ps⁻¹.

The temperature dependence follows from the factors. As $T\to0$, $1+2n_l\to1$ and $n_l-n_u\to0$. At high temperature,

$$n\simeq\frac{k_BT}{\hbar\omega}-\frac12+\frac{\hbar\omega}{12k_BT},$$

so both rates approach proportionality to $T$. The last term adds to emission. In absorption it subtracts, because $\omega_\nu>\omega_\mu$. From 300 to 600 K, the upper rate therefore grows by less than a factor of two, to 0.197 ps⁻¹, and the lower by more, to 0.102 ps⁻¹.

### What each route assumes

The golden-rule route follows events. It needs populations of number states, and a loss of phase memory between successive short intervals. For distinct modes, independence is enough to average the products; the geometric distribution is needed when a mode occurs twice. In return, the route keeps forward and inverse events apart. For the mirror triad at 300 K, the one-way factors $n_l^2(n_u+1)$ and $(n_l+1)^2n_u$ are both 0.535: many events occur at equilibrium, but they balance.

The equation-of-motion route follows averages. It assumes that the three-phonon correlation is initially zero, that its source may be evaluated with independent modes, and that the occupations change slowly during its memory time. It yields the net change directly, but not the statistics of individual events. If the occupations do vary during the memory time, $F$ can be left inside the time integral; a constant rate then no longer follows.

The two routes also agree before the long-time limit. The transition probability in (9) contains $4\sin^2(\Delta t/2)/\Delta^2$, whose time derivative is $2\sin(\Delta t)/\Delta$. This is the kernel that (21) supplies to (15). One route measures the accumulated probability, the other its present slope. On a ring of 40,000 cells after 200 ps, the kernel of (9) divided by time, summed with the net factor $1+n_\mu+n_\nu$ and with each emitted pair counted once, gave 0.1036 ps⁻¹ for the upper mode. This is 0.4% above the delta-function result. Since 200 ps is far longer than the lifetime, the first-order probability itself has no meaning here; the sum tests only the kernel, because the coupling strength cancels from the ratio of the two rates.

A stricter check of the half avoids both rate arguments. One upper phonon at $T=0$ was coupled to its 1200 distinct lower pairs on a ring of 2401 cells, and that restricted Hamiltonian was diagonalized. The survival probability between 10 and 60 ps gave a decay rate of 0.0433 ps⁻¹, against 0.0441 ps⁻¹ from (22). The difference is 1.9% of the golden-rule value, whereas omitting the half would double the rate. The figure depends slightly on the window: 20 to 50 ps and 30 to 90 ps give 1.5% and 1.6%, or 0.0434 ps⁻¹, while a ring of 3601 cells leaves it unchanged. The difference is of higher order in the coupling, since halving the cubic constant reduces it to 0.45%. To that order, the coupling to the pairs shifts the level by $-0.13$ rad/ps, to where the golden-rule rate is about 1.3% smaller, and the frequency dependence of that shift removes about 0.4% more. The restricted space also omits the remaining anharmonic terms.

Both routes fail when their common picture of a smooth continuum fails. On a finite ring, pair frequencies near resonance are spaced by $2v(2\pi/N)$, so amplitude begins to return after about $N/(2v)$, here 112 ps. At a root where the slope of the mismatch vanishes, a one-dimensional rate such as (22) diverges if the coupling and the occupation factor stay finite there; the finite width of the levels must then be included. Without the substrate there is a further difficulty. A long acoustic wave has $|g|^2\propto\theta^2/\omega\propto|\theta|$ and $n\propto1/|\theta|$, so its weight stays finite where the mismatch itself goes to zero, at the edge of the spectrum. The substrate removes these zero-frequency modes.

For heat conduction, (3) supplies the diagonal part of the linearized collision equation, with one mode displaced from equilibrium. A temperature gradient displaces many modes together. The derivatives of (12) with respect to $n_\mu$ and $n_\nu$ then enter as well, and using $1/\Gamma_\lambda$ as an independent lifetime for every mode is an additional approximation. The full set of computed values is in the numerical output.

## Computed results

```
atomic mass: 30 u
substrate, bond 1, bond 2 constants: 2, 4, 3 eV/A^2
cubic bond constants: -20, -20 eV/A^3
temperature of main example: 300 K
upper mode at theta=0, frequency: 11.4170 THz
upper mode energy: 47.2167 meV
lower mode angle: 90.0000 degrees
lower mode frequency: 5.7085 THz
lower mode energy: 23.6084 meV
|K1+K2 exp(i theta)| at lower mode: 5.0000 eV/A^2
|bond polarisation|^2, lower mode: 0.2000, 0.4000
bond polarisation, upper mode: -1.4142, 1.4142
cubic polarisation sum: -5.6569 eV/A^3
|V| = sqrt(N)|Phi|: 0.6412 meV
lower |d omega/d theta|: 10.7602 rad/ps
occupation lower, upper: 0.67010, 0.19188
emission factor 1+2n: 2.34020
absorption factor n_lower-n_upper: 0.47822
equilibrium flux factors: 0.535194, 0.535194
upper emission rate: 0.103209 1/ps
upper lifetime: 9.6891 ps
emission rate if the half is omitted: 0.206418 1/ps
lower absorption rate, mirror partner: 0.042182 1/ps
other partner angle: 34.4111 degrees
other partner energy: 17.9280 meV
other product energy: 41.5364 meV
lower absorption rate, other partner: 0.004116 1/ps
lower total absorption rate: 0.046298 1/ps
lower lifetime: 21.5994 ps
T=0 K: upper emission, lower absorption: 0.044103, 0.000000 1/ps
T=100 K: upper emission, lower absorption: 0.050194, 0.006461 1/ps
T=300 K: upper emission, lower absorption: 0.103209, 0.046298 1/ps
T=600 K: upper emission, lower absorption: 0.196521, 0.102120 1/ps
finite-time ring: 40000 cells, 200 ps
finite-time upper emission: 0.103624 1/ps
finite-time lower absorption: 0.046302 1/ps
diagonalized ring: 2401 cells, 1200 pairs
recurrence time estimate: 111.57 ps
survival at 10 ps and 60 ps: 0.64220, 0.07374
decay rate from diagonalization, T=0: 0.043286 1/ps
golden-rule rate, T=0: 0.044103 1/ps
Fock matrix elements checked: 165, repeated-mode: 45
largest relative matrix-element error: 4.1e-16
```
